# Confined PAW orbitals: energy shift, split valence and basis error

Confine a pseudo-atomic orbital by a hard wall at $r_c$, outside the augmentation sphere, and let its level rise from $\varepsilon_0$ to $\varepsilon(r_c)$. The energy shift $\Delta E=\varepsilon(r_c)-\varepsilon_0$ has three properties, for a fixed atomic potential.

- It equals the basis error of the free atom, per electron. A split-valence second zeta inside the same wall leaves that error unchanged.
- For an s state, when it is small and the potential is short-ranged,
$$\Delta E\simeq\frac{\hbar^2\kappa}{m}\,u_0(r_c)^2,\qquad \kappa=\frac{\sqrt{-2m\varepsilon_0}}{\hbar},\tag{1}$$
where $u_0$ is the free radial function. The radius then grows by $\ln 10/(2\kappa)$ per decade of $\Delta E$.
- It is not the basis error of a molecule, which also contains errors of radial and angular shape. That error need not fall steadily as $\Delta E\to0$.

We derive this on one small atom, by hand, and then state the method in general.

## A small atom and its PAW equation

One electron moves in the fixed potential
$$v(r)=-\frac{Ze^2}{4\pi\epsilon_0 r}e^{-r/d},\qquad Z=3,\quad d=1.2\ \text{Å}.$$
These are round model parameters. The 1s state serves as core; the valence level is 2s, at $\varepsilon_0=-6.945$ eV, and 2p lies at $-5.485$ eV. We write orbitals as $u(r)/r$ times a spherical harmonic, so for s states $T=-(\hbar^2/2m)\,d^2/dr^2$, with $\hbar^2/2m=3.810$ eV Å$^2$.

The 2s function $u$ has a node near the nucleus. Inside $r_a=1.2$ Å we replace it by a smooth $\tilde u=r(c_0+c_1r^2+c_2r^4+c_3r^6)$ that matches $u$ and its first three derivatives at $r_a$; outside, $\tilde u=u$. The potential is likewise replaced inside by a smooth $\tilde v$, whose one free parameter is set so that the p level stays at $-5.485$ eV. What $\tilde u$ fails to satisfy is
$$\chi=(T+\tilde v-\varepsilon_0)\tilde u ,$$
which vanishes for $r>r_a$. Define the projector and the overlap correction
$$\tilde p=\frac{\chi}{\langle\tilde u|\chi\rangle},\qquad \Delta S=\int_0^{r_a}(u^2-\tilde u^2)\,dr,$$
so that $\langle\tilde p|\tilde u\rangle=1$. The energy correction is the difference of the two energies inside the sphere,
$$\Delta H=\int_0^{r_a}\left[u(T+v)u-\tilde u(T+\tilde v)\tilde u\right]dr .$$
Subtract $\varepsilon_0\Delta S$. The first term gives zero because $(T+v-\varepsilon_0)u=0$, and the second gives $-\langle\tilde u|\chi\rangle$:
$$\Delta H-\varepsilon_0\Delta S=-\langle\tilde u|\chi\rangle.\tag{2}$$

The atomic PAW equation is $\tilde H\tilde u=\varepsilon\tilde S\tilde u$ with
$$\tilde H=T+\tilde v+|\tilde p\rangle\Delta H\langle\tilde p|,\qquad \tilde S=1+|\tilde p\rangle\Delta S\langle\tilde p|.\tag{3}$$
Insert $\tilde u$ at $\varepsilon=\varepsilon_0$. The local part gives $\chi$, and by (2) the projector part gives $-\tilde p\,\langle\tilde u|\chi\rangle=-\chi$. The sum is zero, so the smooth function has the all-electron level.

In numbers, $\Delta S=-0.0914$ and $\Delta H=11.332$ eV. Thus
$$\langle\tilde u|\chi\rangle=-[11.332-(-6.945)(-0.0914)]=-10.70\ \text{eV}.$$
The negative $\Delta S$ says that the smooth function carries too much charge in the sphere: its plain norm is $1.091$, and $\tilde S$ restores $1$. Variational arguments need $\tilde S$ positive. Its smallest eigenvalue here is $0.70$, and the lowest s level of (3) is the 2s level, so no spurious state lies below it.

## Put up the wall

Now require $u_c(r_c)=0$ with $r_c>r_a$ and solve (3) again. For $\Delta E=0.1$ eV the root is $r_c=3.279$ Å. We can recover the shift from two numbers at the wall.

From here on $u_0$ is the free solution of (3) and $u_c$ the confined one, each normalized with $\tilde S$. Multiply the equation for $u_c$ by $u_0$, the equation for $u_0$ by $u_c$, subtract, and integrate up to $r_c$. The potential terms cancel. So do the projector terms, since they are symmetric and lie wholly inside the wall. The kinetic terms leave a total derivative:
$$-\frac{\hbar^2}{2m}\int_0^{r_c}(u_0u_c''-u_cu_0'')\,dr=-\frac{\hbar^2}{2m}\bigl[u_0u_c'-u_cu_0'\bigr]_0^{r_c}.$$
Both functions vanish at the origin and $u_c(r_c)=0$, so
$$\Delta E\,\langle u_0|\tilde S|u_c\rangle_{r<r_c}=-\frac{\hbar^2}{2m}u_0(r_c)\,u_c'(r_c).\tag{4}$$
The right side is positive, because $u_0>0$ and $u_c$ falls to zero. With $u_0(r_c)=0.10066$ Å$^{-1/2}$, $u_c'(r_c)=-0.25975$ Å$^{-3/2}$ and overlap $0.99615$,
$$\Delta E=\frac{3.80998\times0.10066\times0.25975}{0.99615}=0.1000\ \text{eV}.$$

The same argument gives the force on the wall. Replace $u_0$ by the solution $u_\delta$ for a wall at $r_c+\delta$. Near its wall $u_\delta(r_c)\simeq-\delta\,u_c'(r_c)$, and the overlap tends to 1, so (4) becomes
$$\varepsilon(r_c)-\varepsilon(r_c+\delta)=\frac{\hbar^2}{2m}\,\delta\,u_c'(r_c)^2,$$
$$\frac{d\varepsilon}{dr_c}=-\frac{\hbar^2}{2m}u_c'(r_c)^2.\tag{5}$$
A solution with both $u_c$ and $u_c'$ zero at the wall would vanish throughout the outer region, so for an orbital that reaches the wall the derivative is strictly negative. The level falls steadily as the wall recedes, and the condition on $\Delta E$ has one root. Here (5) gives $-3.810\times0.25975^2=-0.2571$ eV/Å, in agreement with a finite difference of the levels.

Does the wall act on the smooth orbital as it would on the real one? With the same $r_c$ the all-electron 2s level rises by $0.10002$ eV. The overlap term is what makes this work near $\varepsilon_0$: the first energy derivative of the logarithmic derivative at $r_a$ is fixed by the norm inside the sphere, and $\tilde S$ supplies the all-electron norm.

## The small-shift law

For an s state, far out where $v$ is negligible, $u_0=Ae^{-\kappa r}$. The confined function needs an admixture of the growing solution to vanish at the wall. To leading order its amplitude $A$ is unchanged:
$$u_c\simeq A\left(e^{-\kappa r}-e^{-2\kappa r_c}e^{\kappa r}\right),\qquad u_c'(r_c)\simeq-2\kappa Ae^{-\kappa r_c}=-2\kappa u_0(r_c).$$
Insert this in (4) with overlap 1. The factor 2 cancels the one in $\hbar^2/2m$, and (1) follows. Since $\Delta E\propto e^{-2\kappa r_c}$, a factor of ten in the shift costs
$$\delta r_c=\frac{\ln10}{2\kappa}.$$

For our atom $\kappa=1.350$ Å$^{-1}$. At $r_c=3.279$ Å, equation (1) gives
$$2\times3.810\times1.350\times0.10066^2=0.104\ \text{eV},$$
4% above the true shift. A correction is expected, because the potential still attracts at this radius and $u_0''/u_0=(2m/\hbar^2)(v-\varepsilon_0)$ is then smaller than $\kappa^2$. With $v(r_c)=-0.857$ eV the local decay constant is $1.264$ Å$^{-1}$. Used in (1) in place of $\kappa$, it gives $0.0976$ eV, 2% below the true shift, so at this size corrections of the opposite sign enter too. At the 1 eV shift they prevail, and (1) gives $0.990$ eV. At $\Delta E=1$ meV the law is within about 1%. Between 10 and 1 meV the radius grows by $0.867$ Å, against $\ln10/(2\kappa)=0.853$ Å.

The law says what accuracy costs in range. The number of neighbours within reach scales as $r_c^3$ in a solid, while the truncation error of the free atom falls exponentially. The smaller $\kappa$ is, the more radius each further decade of accuracy costs. The radius at a given shift also depends on the tail amplitude $A$, so the binding energy alone does not fix it.

## Split off a second zeta

One radial function per angular momentum cannot change its shape. For a second one, keep the tail of the first and replace its inner part by the simplest smooth form. The split radius $r_s$ is where a chosen fraction of the plain pseudo norm lies outside:
$$\frac{\int_{r_s}^{r_c}u_c^2\,dr}{\int_0^{r_c}u_c^2\,dr}=0.15 .$$
This gives $r_s=1.698$ Å in the 0.1 eV case. With $f=u_c/r$, the inner form for an s state is $a-br^2$. Equal value and slope at $r_s$ require
$$a-br_s^2=f(r_s),\qquad -2br_s=f'(r_s).$$
The results are $a=0.8735$ Å$^{-3/2}$ and $b=0.1725$ Å$^{-7/2}$. Thus $f(r_s)=0.8735-0.1725\times1.698^2=0.376$ Å$^{-3/2}$.

The second basis function is the difference
$$f_2(r)=\begin{cases}f(r)-(a-br^2),&r<r_s\\0,&r\ge r_s.\end{cases}$$
It vanishes at $r_s$ with zero slope. It spans the same space, together with $f$, as the split function itself would, but it is shorter, so it has fewer neighbours to overlap with. Its second derivative jumps at $r_s$; kinetic matrix elements written as products of gradients remain finite and need no surface term.

## Why the free atom does not notice

Take any trial function $g$ that vanishes at and beyond $r_c$. Its energy in the free atom is
$$E[g]=\frac{\langle g|\tilde H|g\rangle}{\langle g|\tilde S|g\rangle},$$
with the kinetic energy as $(\hbar^2/2m)\int g'^2dr$ for s states. The slope may jump at the wall, but the integral then has no extra contribution. This is the quotient of the confined atom too, since both integrals stop at $r_c$. Its minimum over all such $g$, with $\tilde S$ positive, is $\varepsilon(r_c)$, and the first zeta attains it. Hence
$$E_\text{basis}-\varepsilon_0=\varepsilon(r_c)-\varepsilon_0=\Delta E,$$
whether or not $f_2$ is in the basis. A direct calculation without the wall confirms this for all seven shifts from 1 eV to 1 meV.

The result depends on the wall being hard. If the orbital is instead confined by a smooth potential $W\ge0$ outside the sphere, its confined level is $\langle\tilde H\rangle+\langle W\rangle$. The free-atom error of a single zeta is then $\Delta E-\langle W\rangle$, which is at most $\Delta E$. That orbital is not an eigenfunction of the hard-wall problem, so a second zeta may lower the free-atom energy as well.

## The method in general

With several partial waves $\phi_i$ of energies $\varepsilon_i$ and smooth partners $\tilde\phi_i$, set
$$\chi_j=(T+\tilde v-\varepsilon_j)\tilde\phi_j,\qquad B_{ij}=\langle\tilde\phi_i|\chi_j\rangle,\qquad \tilde p_i=\sum_j\chi_j(B^{-1})_{ji}.$$
Then $\langle\tilde\phi_k|\tilde p_i\rangle=\delta_{ki}$. The corrections $\Delta S_{ij}$ and $\Delta H_{ij}$ are again differences of sphere integrals, and the argument for (2) gives $\Delta H_{ij}-\varepsilon_j\Delta S_{ij}=-B_{ij}$. Because $\sum_i\tilde p_iB_{ij}=\chi_j$, each $\tilde\phi_j$ solves the PAW equation at its own energy. For $l>0$ the centrifugal term joins the local potential and cancels in the derivation of (4) and (5).

The steps are:

1. Build the dataset; check that $\tilde S$ is positive and that no spurious level lies below the valence level.
2. Find $\varepsilon_0$ in a box large enough not to matter.
3. For the chosen $\Delta E$, solve $\varepsilon(r_c)-\varepsilon_0=\Delta E$ by bracketing, which (5) makes safe.
4. Find $r_s$ from the tail norm. Match $r^l(a-br^2)$ to $f$, which gives
$$b=\frac{l\,f(r_s)-r_sf'(r_s)}{2r_s^{\,l+2}},\qquad a=\frac{f(r_s)}{r_s^{\,l}}+br_s^2,$$
and store the difference as second zeta.
5. Add functions of higher $l$ for polarization. In our example this is the confined 2p orbital with the same $r_c$ as 2s.
6. Solve $\tilde Hc=E\tilde Sc$ in the target system and repeat for smaller $\Delta E$ and for larger bases, separately.

## When a second zeta helps

Let functions 1 and 2 be the first and second zeta in some new surroundings. The second row of the eigenvalue equation gives
$$\frac{c_2}{c_1}=-\frac{H_{21}-ES_{21}}{H_{22}-ES_{22}} .$$
Put this into the first row and divide by $S_{11}$:
$$E_1-E=\frac{(H_{12}-ES_{12})^2}{S_{11}\,(H_{22}-ES_{22})},\qquad E_1=\frac{H_{11}}{S_{11}} .\tag{6}$$
The gain is quadratic in the coupling. In the free atom $H_{21}=\varepsilon(r_c)S_{21}$, so the coupling vanishes at $E=\varepsilon(r_c)$, as it must.

Squeeze the atom with a field $kr^2$, $k=0.5$ eV/Å$^2$. In PAW the field also adds $k\int_0^{r_a}r^2(u^2-\tilde u^2)dr$ to $\Delta H$. With the orbitals of the 1 meV shift, the single-zeta (SZ) error relative to the numerical solution is 60 meV. Double zeta (DZ) reduces it to 37 meV, with $c_2/c_1=+0.25$. This mixture is a contraction: the first zeta minimizes the field-free energy in the box, so a mixture of lower total energy must have a smaller $\langle r^2\rangle$.

## A pair of atoms

Place two such atoms at $R=3$ Å, with one electron in the even valence state and no nuclear repulsion, which would cancel in basis errors. Each atom contributes $\tilde v$ and its projector term. The neighbour's potential $v$ also acts differently on $u$ and $\tilde u$ inside a sphere. There it obeys $\nabla^2v=v/d^2$, so its average over a sphere of radius $r$ about the atom is the regular solution $v(R)\sinh(r/d)/(r/d)$. This adds
$$v(R)\int_0^{r_a}\frac{\sinh(r/d)}{r/d}(u^2-\tilde u^2)\,dr=0.113\ \text{eV}$$
to $\Delta H$; both factors are negative. The spheres must not overlap, which holds for $R\ge2r_a$.

For the integrals use the distances $r_1,r_2$ to the two atoms. At fixed $r_1$, $r_2^2=r_1^2+R^2-2r_1R\cos\theta$ gives $r_2\,dr_2=r_1R\sin\theta\,d\theta$, so
$$dV=2\pi r_1^2\sin\theta\,d\theta\,dr_1=\frac{2\pi}{R}\,r_1r_2\,dr_1dr_2 .$$
Every wall and split radius is now a line of constant $r_1$ or $r_2$, where the integration can be divided.

The errors below, in meV, are relative to a large two-centre basis for the same PAW Hamiltonian, whose level is $-10.568$ eV. DZP is double zeta plus the p function.

| $\Delta E$ | SZ | DZ | DZP |
|---:|---:|---:|---:|
| 1000 | 2425 | 2417 | 835 |
| 300 | 1625 | 1621 | 224 |
| 100 | 1424 | 1421 | 142 |
| 10 | 1376 | 1375 | 158 |
| 1 | 1384 | 1384 | 165 |

Adding the p function removes more than half of the DZ error at every shift in the table. At 1 meV it lowers the level by 1218 meV, whereas the second zeta gains 0.25 meV. The latter is no general verdict on second zetas. At $R=2.4$ Å the gain is 11.5 meV with $c_2/c_1=+0.18$, a contraction as in the squeezed atom. The ratio is $+0.039$ at 2.7 Å and $-0.025$ at 3 Å. The coupling therefore changes sign between these distances, and by (6) the gain vanishes where it does. Our pair sits close to that point. The second zeta was added before the p function; its gain in the presence of p was not measured.

The DZP error is smallest, among the shifts computed, at 100 meV. This does not violate the variational principle: three functions with one radius do not span a subspace of three functions with another. From 100 to 1 meV the DZ error falls by 37 meV, but the gain from the p function falls by 61 meV, from 1279 to 1218. Reducing $\Delta E$ further cannot be expected to remove the remaining 165 meV; more functions are needed.

Binding energies add a trap. The atom is too high by $\Delta E$ and the pair by its own error, so the binding energy is wrong by $\Delta E$ minus the pair error. For DZP this is $300-224=+76$ meV at the 300 meV shift and $100-142=-42$ meV at 100 meV. Somewhere between, it crosses zero while both levels are still in error by more than 0.1 eV. Agreement in a binding energy alone is therefore no sign of a converged basis.

The PAW reference itself lies 112 meV below the all-electron level of the pair. This is the error of a dataset with one s partial wave and no p projector, and no enlargement of the orbital basis removes it. For shifts of 100 meV or less it is comparable with the DZP error and opposite in sign, so the two partly cancel when DZP is compared with the all-electron level.

These results hold for fixed potentials. In a self-consistent calculation the density responds to the confinement, and the equality of energy shift and atomic basis error applies to the orbital problem at fixed potential, not to the total energy. The full set of shifts, radii and distances is in the numerical output below.

## Numbers as computed

```
Z = 3, screening length d = 1.2 A, augmentation radius = 1.2 A
bond length R = 3.0 A, split norm = 0.15
hbar^2/2m = 3.80998 eV A^2, e^2/(4 pi eps0) = 14.39965 eV A
all-electron levels 1s, 2s, 2p = -90.0939, -6.94535, -5.48522 eV
lowest PAW s level = -6.94535 eV
local potential at r=0: -83.809 eV
dS = -0.09136, dH = 11.33228 eV, dH from definition = 11.33228 eV
smallest eigenvalue of PAW overlap = 0.7018
neighbour correction to dH = 0.11267 eV
kappa = 1.35016 1/A
Detail for energy shift 0.1 eV:
  r_c [A] = 3.27880
  r_s [A] = 1.69782
  split a [A^-3/2] = 0.87348
  split b [A^-7/2] = 0.17253
  free u0(r_c) [A^-1/2] = 0.10066
  confined u'(r_c) [A^-3/2] = -0.25975
  PAW overlap free/confined = 0.99615
  shift from boundary identity [eV] = 0.10000
  d eps/d r_c by differences [eV/A] = -0.25706
  all-electron shift, same r_c [eV] = 0.10002
Atom: shift[eV]  r_c[A]  r_s[A]  tail law[eV]  DZ atom error[eV]
  1.000  2.3743  1.4857  0.98972  1.000000
  0.300  2.8489  1.6246  0.31148  0.300000
  0.100  3.2788  1.6978  0.10424  0.100000
  0.030  3.7439  1.7376  0.03101  0.030000
  0.010  4.1630  1.7535  0.01024  0.010000
  0.003  4.6179  1.7605  0.00305  0.003000
  0.001  5.0301  1.7629  0.00101  0.001000
r_c growth from 0.01 to 0.001 eV = 0.8671 A, ln10/(2 kappa) = 0.8527 A
pair, PAW reference level = -10.56817 eV, all-electron = -10.45618 eV
dataset error of pair = -111.98 meV
change on shrinking reference basis: PAW 0.0727, AE 0.0000 meV
reference binding energy (no nuclear repulsion) = 3.62282 eV
Pair errors [meV]: shift  SZ  DZ  DZP | binding error SZ  DZ  DZP
  1000  2424.76  2416.67  834.81 | -1424.76  -1416.67  165.19
  300  1625.00  1620.92  224.47 | -1325.00  -1320.92  75.53
  100  1423.53  1421.02  142.18 | -1323.53  -1321.02  -42.18
  30  1377.10  1375.65  148.45 | -1347.10  -1345.65  -118.45
  10  1375.62  1374.80  158.45 | -1365.62  -1364.80  -148.45
  3  1380.47  1380.07  163.64 | -1377.47  -1377.07  -160.64
  1  1383.77  1383.52  165.40 | -1382.77  -1382.52  -164.40
Squeezed atom, k = 0.5 eV/A^2, shift 1 meV: level = -6.05256 eV
  error SZ = 60.45 meV, DZ = 36.83 meV, second/first zeta = 0.2479
Pair, shift 1 meV: R[A]  second-zeta gain[meV]  second/first zeta  p gain[meV]
  2.4  11.464  0.1846  2526.95
  2.7  0.588  0.0394  1783.98
  3.0  0.250  -0.0250  1218.12
  3.5  1.226  -0.0547  574.70
  4.0  0.889  -0.0464  225.05
```
